Fermi energy of two equal-mass subbands from the total electron density

**Problem**

A two-dimensional electron gas occupies two subbands of a quantum well. Both are parabolic and isotropic, with the same in-plane mass m and twofold spin degeneracy. The bottom of the first subband is the zero of energy, E1 = 0, and the second starts at E2 = Δ > 0. The gas is in equilibrium at temperature T > 0, and its total sheet density n > 0 is known. "Fermi energy" here means the chemical potential EF at temperature T, so it may be negative.

(a) Estimate EF from the energy scales of the problem.
(b) Find EF exactly as a function of n, Δ and T.
(c) Evaluate both for m = 0.10 m0 (m0 is the free-electron mass), n = 1.0×10¹² cm⁻² and Δ = 30 meV at 4.2, 77 and 300 K, and explain the differences.

The parameters are rough values for a CdTe quantum well between (Cd,Mg)Te barriers. The width of such a well largely sets Δ, which suits a problem with known separation. In the channel of a wide-gap heterojunction transistor Δ changes with n, and the inversion below is then one step of a self-consistent loop.

**First estimate by scaling**

Periodic boundary conditions give one plane-wave state per area (2π)² of k-space, per unit sample area and per spin. The states below energy E in one subband fill a circle with k² = 2mE/ħ², so their number per unit area is

2 · πk²/(2π)² = k²/(2π) = mE/(πħ²).

The density of states of one subband is therefore constant:

D = m/(πħ²) = 4.18×10¹³ eV⁻¹ cm⁻² for m = 0.10 m0.

This turns the density into an energy,

n/D = 1.0×10¹² / 4.18×10¹³ eV = 23.9 meV,

to be compared with Δ = 30 meV and with kT = 0.362, 6.64 and 25.9 meV at the three temperatures.

If kT is small, electrons fill the lowest states. Since n/D < Δ, they all fit into the first subband, and

EF ≈ n/D = 23.9 meV (cold estimate).

If the gas is dilute on the thermal scale, n ≪ D kT, Boltzmann statistics apply. The two subbands then hold D kT exp(EF/kT) and D kT exp[(EF − Δ)/kT], so

EF ≈ kT ln{ (n/(D kT)) / [1 + exp(−Δ/kT)] } (dilute estimate).

At 300 K, n/(D kT) = 0.926 and exp(−Δ/kT) = 0.313. The dilute estimate gives 25.9 meV × ln(0.926/1.313) = −9.0 meV. Since 0.926 is not small, this can be wrong by a sizeable fraction of kT.

**Exact solution**

*The density.* With f(ε) = 1/{1 + exp[(ε − EF)/kT]}, subband i contains

n_i = D ∫ f(ε) dε, from E_i to ∞.

An antiderivative of f is −kT ln{1 + exp[(EF − ε)/kT]}. It vanishes at the upper limit, so

n_i = D kT ln{1 + exp[(EF − E_i)/kT]}.

Define the dimensionless quantities

ν = n/(D kT), δ = Δ/kT, d = exp(−δ), x = exp(EF/kT).

Adding the subbands gives

ν = ln(1 + x) + ln(1 + d x).

*The quadratic.* The prefactors of the two logarithms are equal because the masses are equal. Exponentiation therefore gives a plain product,

(1 + x)(1 + d x) = e^ν,

and multiplying out,

d x² + (1 + d) x − (e^ν − 1) = 0.

With unequal masses the factors would carry different powers, and the equation would not in general be quadratic.

*The root.* The product of the two roots is −(e^ν − 1)/d. It is negative because n > 0 makes e^ν > 1. Exactly one root is thus positive, and x, being an exponential of a real number, must be that one:

x = [−(1 + d) + S]/(2d), S² = (1 + d)² + 4d(e^ν − 1).

Since (1 + d)² − 4d = (1 − d)²,

S = √[(1 − d)² + 4d e^ν].

When 4d(e^ν − 1) is small compared with (1 + d)², which happens both when d e^ν is small and when ν is small, S is close to 1 + d and the numerator is a small difference of nearly equal numbers. Multiply numerator and denominator by S + 1 + d. The numerator becomes S² − (1 + d)² = 4d(e^ν − 1), the factor 2d cancels, and

x = 2(e^ν − 1)/(1 + d + S),

EF = kT ln x.

This answers (b). The two forms of x are algebraically identical but numerically different. At 4.2 K and n = 5×10¹¹ cm⁻², double-precision arithmetic returns x = 0 from the first form, whose logarithm does not exist, and x = 2.3×10¹⁴ from the second.

At still lower temperature e^ν itself overflows. One then uses

ln x = ln 2 + ν + ln(1 − e^(−ν)) − ln(1 + d + S),

with d e^ν computed as e^(ν − δ). If that also overflows, e^((ν − δ)/2) is taken out of the square root before the logarithm.

*Two bounds.* Because ln(1 + y) < y for y > 0, the density equation gives ν < (1 + d)x. The dilute estimate therefore lies below the true EF. In the other direction, ν > ln(1 + x) > ln x, so EF < n/D. The two estimates of part (a) bracket the answer at every temperature.

*Low-temperature limits.* Let T → 0 at fixed n and Δ, so that d → 0 and e^ν → ∞. Three cases arise, according to d e^ν = e^(ν − δ).

For n < DΔ, d e^ν → 0 and S → 1. Then x → e^ν and EF → n/D.

For n > DΔ, d e^ν → ∞ and S ≈ 2e^((ν − δ)/2), which dominates the denominator. Then x ≈ e^((ν + δ)/2), and

EF → (n/D + Δ)/2.

Each added electron now raises EF half as much as before, because two subbands share it.

For n = DΔ, d e^ν = 1 and S → √5. With φ = (1 + √5)/2, x ≈ e^ν/φ, hence

EF ≈ Δ − kT ln φ = Δ − 0.481 kT.

At the nominal threshold EF is thus still below the second subband by about half of kT. That subband already holds D kT ln(1 + 1/φ) = D kT ln φ, since 1 + 1/φ = φ. In the example the threshold density DΔ is 1.25×10¹² cm⁻², a little above n.

*Limits in the separation.* For Δ → ∞ at fixed ν, d → 0 and S → 1, so x = e^ν − 1, the one-subband result. For Δ → 0, d → 1 and S → 2e^(ν/2). Then

x = (e^ν − 1)/(1 + e^(ν/2)) = e^(ν/2) − 1,

which is the one-subband result with half the density in each subband.

*Sensitivity.* Let f1 = x/(1 + x) and f2 = d x/(1 + d x) be the occupations at the two subband bottoms. Since dx/dEF = x/kT, differentiating the density at fixed T and Δ gives

dn/dEF = D(f1 + f2).

If instead Δ changes at fixed n and T, the density condition reads f1 dEF + f2(dEF − dΔ) = 0, so

dEF/dΔ = f2/(f1 + f2).

An error in the separation enters EF with this weight, which is less than one half because f2 < f1.

**Numbers and comparison**

*At 77 K.* Here ν = 23.94/6.635 = 3.608, e^ν = 36.88 and d = exp(−30/6.635) = 0.01088. Then

S = √(0.9891² + 4 × 0.01088 × 36.88) = 1.607,

x = 2 × 35.88/(1.0109 + 1.607) = 27.41,

EF = 6.635 meV × ln 27.41 = 22.0 meV.

*At 300 K.* Here ν = 0.926, e^ν = 2.524 and d = 0.3133. Then

S = √(0.6867² + 4 × 0.3133 × 2.524) = 1.907,

x = 2 × 1.524/(1.3133 + 1.907) = 0.947,

EF = 25.85 meV × ln 0.947 = −1.4 meV.

*At 4.2 K.* Here ν = 66.1 and d = 1.0×10⁻³⁶, so d e^ν is negligible and EF = 23.9 meV.

The cold estimate is accurate at 4.2 K, where the second subband of this sharp-edged model is empty for every practical purpose. At 77 K it is 2.0 meV too high, or 0.3 kT. Thermal smearing within the first subband explains little of this: the one-subband formula x = e^ν − 1 gives 23.8 meV, a drop of 0.2 meV. The remaining 1.8 meV comes from the second subband, which holds 7.2×10¹⁰ cm⁻², or 7% of the electrons, although n is below the threshold.

At 300 K the second subband holds 2.8×10¹¹ cm⁻², or 28%. The one-subband formula would give +10.9 meV, too high by 12 meV. The dilute estimate of −9.0 meV is 7.6 meV too low, and its leading correction shows why. Expand the quadratic to second order in ν by writing x = ν/(1 + d) + c ν². The terms in ν² give

d/(1 + d)² + (1 + d)c = 1/2.

Solving for c and factoring out the first-order term,

x ≈ [ν/(1 + d)] · {1 + ν(1 + d²)/[2(1 + d)²]}.

The brace equals 1.29 here. It raises the estimate to −2.4 meV, within 1 meV of the exact value. The correction is positive because Pauli exclusion limits the filling of low states, so a higher EF is needed to hold the same density.

The occupation f2 is 0.23 at both 77 and 300 K, yet n2 is almost four times larger at 300 K. Since 1 − f2 = 1/(1 + d x), the density can be written n2 = −D kT ln(1 − f2). At equal f2 it is proportional to T. The near equality of f2 is an accident of these parameters: f2 rises to a maximum of about 0.27 near 150 K and then falls, and the two temperatures lie on either side of it.

**How far a real well departs from the model**

The separation was taken as given. To see whether 30 meV is reasonable, consider a well 15 nm wide with 250 meV barriers, mass 0.10 m0 throughout and relative permittivity 10. Donor sheets lie 5 nm outside each well edge, and hard walls 5 nm beyond them. The Schrödinger equation, solved by finite differences, gives 36.5 meV for the empty well. Real (Cd,Mg)Te barriers have a heavier mass. Raising the barrier mass by 20% lowers this separation and the self-consistent values of Δ below by about 0.8 meV (the height of the third subband above the first by about 1.5 meV), and makes the in-plane masses of the two subbands differ by about 0.5%.

Solving it self-consistently with Poisson's equation at n = 10¹² cm⁻², with three subbands, lowers this to 27.6 meV at 77 K and 28.5 meV at 300 K. Adding exchange in the local-density approximation gives 28.6 and 28.9 meV. That exchange is the zero-temperature form, and correlation is left out, so these separations are estimates too. It also uses the static permittivity, although EF is close to the optical-phonon energy of CdTe (about 21 meV); with the high-frequency value, about 7.1, in the exchange term the separations become 29.0 and 29.1 meV.

Relative to Δ = 30 meV, the last pair moves EF by only −0.3 meV at both temperatures. Using the empty-well separation would be worse. With dEF/dΔ = 0.19 at 77 K and 0.32 at 300 K, an excess of 6.5 meV in Δ raises EF by about 1 and 2 meV.

Two further effects were computed by solving the density balance numerically, each added separately to the model with Δ = 30 meV:

- A third subband, 87 meV above the first in the calculation with exchange, shifts EF by −1.1 meV at 300 K and negligibly at 77 K.
- Nonparabolicity was represented by a density of states D(1 + 2αε) in each subband, with ε measured from E1. A two-band estimate, α = (1 − m/m0)²/Eg with a gap Eg of roughly 1.5 eV, gives α = 0.54 eV⁻¹. EF shifts by −0.3 meV at 77 K and −1.3 meV at 300 K. This understates the effect in a real well. The energy in α should count from the band edge, which adds about 13 meV of confinement energy to ε, and nonparabolicity also reduces Δ, by about 0.6 meV from the well region alone and by about 1 meV in a two-band model that includes the larger gap of the barriers (valence offset about 0.1 eV), which is the case used here. That model already contains the heavier barrier mass, so its 1 meV and the 0.8 meV quoted above are not to be added. With both included the shifts are roughly −0.8 and −2.1 meV.

At 300 K these shifts are comparable with EF itself, because EF happens to lie near the subband bottom. The fair measure is kT, of which each is about 5% or less, or about 8% for the fuller nonparabolicity estimate. At 300 K the shifts from the separation with exchange, the third subband and nonparabolicity are all negative and add up to about −3 meV (about −4 meV with the fuller nonparabolicity estimate, which also lowers the third subband by about 5 meV), so −1.4 meV should not be taken as the value for a real well. The 12 meV error of the one-subband formula is still well outside these corrections.

One effect of opposite sign is not in this list. The local exchange potential leaves the in-plane dispersion parabolic, but at this density the disc of area 1/n per electron has a radius of about one effective Bohr radius (r_s ≈ 1.1), and exchange lowers the subband bottom more than the states at EF. A first-order estimate for the first subband raises EF − E1 by about 1.5 meV at 77 K and 1.3 meV at 300 K with static screening, and by about 9 and 5 meV without screening. Both are rough, since correlation is left out.

Electrons may also leave the well. A classical estimate with the Hartree potential puts about 2×10⁹ cm⁻² into the barriers at 300 K, or 0.2% of n, for the barrier thickness stated above. With quantized levels, the states living mainly in these thin barriers hold about 5 to 7×10⁸ cm⁻², depending on whether exchange is included. Thicker barriers would hold more. These numbers do not include the evanescent tails of the well subbands, which place about 2.5% of n in the barriers but are already part of the subband picture.

Collisions blur the subband bottoms by roughly ħ/τ, estimated here with the transport time τ = mμ/e. Small-angle scattering, which hardly affects the mobility, can make the blur larger. Rough mobilities μ of 2×10⁴ cm²/Vs at 77 K and 10³ cm²/Vs at 300 K give 0.6 and 12 meV. The second value is almost half of kT, so the steps in the density of states are noticeably rounded at room temperature. The resulting shift of EF depends on the line shape: about −0.3 meV for a Gaussian of full width ħ/τ, and −1.5 to −3.6 meV for a Lorentzian of the same full width with its tails cut at ±40 to ±100 meV. The donor sheets add blur that the mobility hides. For electrons about 24 meV above the subband bottom, a Born estimate with static screening and uncorrelated donors gives about 4, 3 and 7 meV at 4.2, 77 and 300 K from these donors alone, while their transport rate corresponds to less than 0.2 meV. Near the bottom the Born rate grows beyond the electron energy and the estimate fails. There the root-mean-square screened donor potential, about 4, 3.5 and 5 meV for the first subband, is a better measure. The second subband lies closer to the donors and sees about 6, 5 and 6.5 meV; the Gaussian estimates that follow use the first-subband width for both subbands and so understate the effect, most of all at 4.2 K. As a Gaussian it has full widths of about 10, 8 and 12 meV and shifts EF by about −0.1, −0.2 and −0.3 meV. A Lorentzian with the Born width, cut at ±40 meV, shifts EF by about −0.7 meV at 4.2 K and −0.5 meV at 77 K. At 4.2 K and Δ = 30 meV the blur also puts about 0.6% (Gaussian) to 2.6% (Lorentzian) of the electrons into the second subband. For Δ = 27.5 meV, about what the computed well gives at 4.2 K with exchange and nonparabolicity, the shares are 1.7% and 3.5% and the shifts of EF are −0.4 and −0.9 meV. At 300 K, adding the 7 meV to the 12 meV raises the Lorentzian shifts to between −2.2 and −5.7 meV, while a one-subband formula with the same blur is still 13 to 14 meV too high. The line shape is not known here, so this remains an open uncertainty at all three temperatures.

A lower density than the one chosen here would reduce both EF and the change of Δ caused by the electrons' own charge.
